# Heavy-light mixing of shallow acceptors in silicon and germanium: verification in Python

```python
"""Spherical coupling parameter of acceptors in Si and Ge.

Result under test: mu = (4*g2 + 6*g3)/(5*g1) is the heavy-light coupling of
the best spherical Luttinger Hamiltonian; it is larger in Ge than in Si, and
the acceptor ground state there has more d wave but less light-band content.

g1, g2, g3 : Luttinger parameters (dimensionless, tabulated inputs, rounded)
J          : spin-3/2 matrices;  M(n) = (n.J)^2 - 5/4, +1 heavy, -1 light
Scaled acceptor problem: h = k^2 (1 - mu M) - 2/r, with length eps*g1 and
energy 1/(2 eps^2 g1) in atomic units (eps = dielectric constant).
State: f(r) chi + g(r) M(r/|r|) chi, chi = spinor with m_J = 3/2.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.sparse import diags, bmat
from scipy.sparse.linalg import eigsh
from scipy.special import gamma, spherical_jn

HOSTS = {"Si": (4.29, 0.34, 1.45), "Ge": (13.4, 4.24, 5.69)}

# Spin-3/2 matrices in the order m_J = 3/2, 1/2, -1/2, -3/2
m_values = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(3.75 - m_values[1:] * (m_values[1:] + 1)), 1)
J = [(raising + raising.T) / 2 + 0j,
     (raising - raising.T) / 2j,
     np.diag(m_values) + 0j]
ONE = np.eye(4)


def coupling(g1, g2, g3):
    return (4 * g2 + 6 * g3) / (5 * g1)


def luttinger(k, g1, g2, g3):
    """Full cubic Luttinger matrix for holes, atomic units."""
    H = (g1 + 2.5 * g2) / 2 * np.dot(k, k) * ONE + 0j
    for i in range(3):
        H -= g2 * k[i]**2 * J[i] @ J[i]
        for j in range(i):
            H -= g3 * k[i] * k[j] * (J[i] @ J[j] + J[j] @ J[i])
    return H


def M_matrix(n):
    nJ = sum(n[i] * J[i] for i in range(3))
    return nJ @ nJ - 1.25 * ONE


def contrast(H):
    e = np.linalg.eigvalsh(H)
    return (e[3] - e[0]) / (e[3] + e[0])


# Quadrature over directions, exact for the low polynomials needed
directions = []
nodes, node_weights = np.polynomial.legendre.leggauss(8)
for c, w in zip(nodes, node_weights):
    for phi in 2 * np.pi * np.arange(12) / 12:
        s = np.sqrt(1 - c * c)
        directions.append((np.array([s*np.cos(phi), s*np.sin(phi), c]), w/24))


def fitted_coupling(g):
    """Least-squares spherical fit to the full matrix over all directions."""
    top = bottom = 0.0
    for n, w in directions:
        M = M_matrix(n)
        top -= w * np.trace(M @ luttinger(n, *g)).real
        bottom += w * np.trace(M @ M).real
    return 2 * top / bottom / g[0]


def G(n, p):
    """Integral of r^n exp(-p r^2) from 0 to infinity."""
    return gamma((n + 1) / 2) / (2 * p**((n + 1) / 2))


def gaussian_ground(mu):
    """Energy, d weight and light-band share from a Gaussian basis."""
    alpha = 0.02 * 2.2**np.arange(18)
    a, b = alpha[:, None], alpha[None, :]
    p = a + b
    S0, S2, Z = G(2, p), G(6, p), np.zeros_like(p)
    H0 = 6 * a * b / p * S0 - 2 * G(1, p)
    H2 = 14 * a * b / p * S2 - 2 * G(5, p)
    C = 4 * mu * a**2 * G(6, p)
    # s-d matrix element of M, evaluated in k space
    O = -(a * b)**-1.5 / (32 * b**2) * G(4, 1 / (4 * a) + 1 / (4 * b))
    S = np.block([[S0, Z], [Z, S2]])
    H = np.block([[H0, C], [C.T, H2]])
    scale = 1 / np.sqrt(np.diag(S))
    E, V = eigh(H * np.outer(scale, scale), S * np.outer(scale, scale))
    v = V[:, 0] * scale
    cs, cd = v[:len(alpha)], v[len(alpha):]
    return E[0], cd @ S2 @ cd, (1 - 2 * cs @ O @ cd) / 2


def grid_ground(mu, h=0.01, N=2500):
    """Same quantities from finite differences and Bessel transforms."""
    r = h * np.arange(1, N + 1)
    off = -np.ones(N - 1) / h**2
    K0 = diags([off, 2 / h**2 - 2 / r, off], [-1, 0, 1])
    K2 = diags([off, 2 / h**2 + 6 / r**2 - 2 / r, off], [-1, 0, 1])
    C = diags([1 / h**2 + 1.5 / (h * r[1:]), -2 / h**2 + 3 / r**2,
               1 / h**2 - 1.5 / (h * r[:-1])], [-1, 0, 1])
    H = bmat([[K0, mu * C.T], [mu * C, K2]], format="csc")
    E, V = eigsh(H, k=1, sigma=-6.0, which="LM")
    u0, u2 = V[:N, 0] / np.sqrt(h), V[N:, 0] / np.sqrt(h)
    x, w = np.polynomial.legendre.leggauss(200)
    k, w = 15 * (x + 1), 15 * w
    kr = np.outer(k, r)
    A = spherical_jn(0, kr) @ (r * u0) * h
    B = -spherical_jn(2, kr) @ (r * u2) * h
    mean_M = 2 * (2 / np.pi) * np.sum(w * k**2 * A * B)
    return E[0], h * np.sum(u2**2), (1 - mean_M) / 2


# --- Algebra of M and the average over directions
chi = np.array([1, 0, 0, 0])
mean_M = sum(w * M_matrix(n) for n, w in directions)
assert np.allclose(mean_M, 0, atol=1e-12)
assert all(np.allclose(M_matrix(n) @ M_matrix(n), ONE) for n, _ in directions)
d_content = sum(w * abs(M_matrix(n) @ chi)**2 for n, w in directions)
half_fraction = d_content[1] + d_content[2]
assert abs(half_fraction - 4 / 5) < 1e-12

# --- Action of k^2 M on a Gaussian, by symbolic Cartesian differentiation
xyz = sp.symbols("x y z", real=True)
width = sp.Rational(7, 10)
gauss = sp.exp(-width * sum(q**2 for q in xyz))
point = np.array([0.3, -0.5, 0.8])
place = dict(zip(xyz, point))
hess = np.array([[float(sp.diff(gauss, p, q).subs(place)) for q in xyz]
                 for p in xyz])
left = -sum(hess[i, j] * J[i] @ J[j] for i in range(3) for j in range(3))
left = left + 1.25 * np.trace(hess) * ONE
r2 = point @ point
right = (-4 * float(width)**2 * r2 * np.exp(-float(width) * r2)
         * M_matrix(point / np.sqrt(r2)))
assert np.allclose(left, right, atol=1e-12)

# --- Host parameters, bulk bands and acceptor ground states
results = {}
for name, g in HOSTS.items():
    g1, g2, g3 = g
    mu = coupling(*g)
    assert abs(fitted_coupling(g) - mu) < 1e-12
    c100 = contrast(luttinger(np.array([1.0, 0, 0]), *g))
    c111 = contrast(luttinger(np.ones(3) / np.sqrt(3), *g))
    assert abs(c100 - 2 * g2 / g1) < 1e-12
    assert abs(c111 - 2 * g3 / g1) < 1e-12
    gbar = (2 * g2 + 3 * g3) / 5
    bands = np.linalg.eigvalsh(
        luttinger(np.array([0.36, 0.48, 0.8]), g1, gbar, gbar))
    m_heavy, m_light = 1 / (2 * bands[0]), 1 / (2 * bands[3])
    assert abs(m_heavy * g1 * (1 - mu) - 1) < 1e-10
    assert abs(m_light * g1 * (1 + mu) - 1) < 1e-10
    E, Pd, light = gaussian_ground(mu)
    E_grid, Pd_grid, light_grid = grid_ground(mu)
    # Tolerances cover the finite radial step and the finite basis
    assert abs(E / E_grid - 1) < 3e-3
    assert abs(Pd - Pd_grid) < 3e-3
    assert abs(light - light_grid) < 3e-3
    assert 1 < -E < 1 / (1 - mu)
    results[name] = (mu, c100, c111, Pd, light)
    print(f"{name}: input gamma1, gamma2, gamma3 = {g1}, {g2}, {g3} (no unit)")
    print(f"{name}: 4 gamma2 + 6 gamma3 = {4*g2 + 6*g3:.2f} (no unit)")
    print(f"{name}: 5 gamma1 = {5*g1:.2f} (no unit)")
    print(f"{name}: spherical coupling mu = {mu:.3f} (no unit)")
    print(f"{name}: heavy/light mass ratio = {m_heavy/m_light:.2f} (no unit)")
    print(f"{name}: band contrast along [100] = {c100:.3f} (no unit)")
    print(f"{name}: band contrast along [111] = {c111:.3f} (no unit)")
    print(f"{name}: binding energy = {-E:.3f} (units 1/(2 eps^2 gamma1))")
    print(f"{name}: d-wave weight P_d = {100*Pd:.1f} percent")
    print(f"{name}: m_J=+-1/2 share, fixed axis = "
          f"{100*half_fraction*Pd:.1f} percent")
    print(f"{name}: light-band share = {100*light:.1f} percent")

# --- Decision: order of the two hosts in every measure
for i in range(4):
    assert results["Ge"][i] > results["Si"][i]
assert results["Ge"][4] < results["Si"][4]

# --- Limit of no coupling and trend with mu
E0, Pd0, light0 = gaussian_ground(0.0)
assert abs(E0 + 1) < 1e-3 and Pd0 < 1e-10 and abs(light0 - 0.5) < 1e-8
trend = [gaussian_ground(mu) for mu in np.linspace(0, 0.8, 9)]
assert np.all(np.diff([t[1] for t in trend]) > 0)
assert np.all(np.diff([t[2] for t in trend]) < 0)
print(f"mu = 0: binding energy = {-E0:.3f} (same scaled units)")
print(f"mu = 0: light-band share = {100*light0:.1f} percent")

# --- Every input shifted by 10 percent up or down
spread = {}
for name, g in HOSTS.items():
    spread[name] = [coupling(*(np.array(g) * np.array(f)))
                    for f in itertools.product((0.9, 1.1), repeat=3)]
assert min(spread["Ge"]) > max(spread["Si"])
print(f"Largest mu of Si, inputs +-10 percent = {max(spread['Si']):.3f}")
print(f"Smallest mu of Ge, inputs +-10 percent = {min(spread['Ge']):.3f}")
ratio = results["Ge"][0] / results["Si"][0]
print(f"Ratio mu(Ge)/mu(Si) = {ratio:.2f} (no unit)")
print("PASS")
```

Running it gives:

```
Si: input gamma1, gamma2, gamma3 = 4.29, 0.34, 1.45 (no unit)
Si: 4 gamma2 + 6 gamma3 = 10.06 (no unit)
Si: 5 gamma1 = 21.45 (no unit)
Si: spherical coupling mu = 0.469 (no unit)
Si: heavy/light mass ratio = 2.77 (no unit)
Si: band contrast along [100] = 0.159 (no unit)
Si: band contrast along [111] = 0.676 (no unit)
Si: binding energy = 1.253 (units 1/(2 eps^2 gamma1))
Si: d-wave weight P_d = 9.6 percent
Si: m_J=+-1/2 share, fixed axis = 7.7 percent
Si: light-band share = 23.4 percent
Ge: input gamma1, gamma2, gamma3 = 13.4, 4.24, 5.69 (no unit)
Ge: 4 gamma2 + 6 gamma3 = 51.10 (no unit)
Ge: 5 gamma1 = 67.00 (no unit)
Ge: spherical coupling mu = 0.763 (no unit)
Ge: heavy/light mass ratio = 7.43 (no unit)
Ge: band contrast along [100] = 0.633 (no unit)
Ge: band contrast along [111] = 0.849 (no unit)
Ge: binding energy = 2.238 (units 1/(2 eps^2 gamma1))
Ge: d-wave weight P_d = 26.9 percent
Ge: m_J=+-1/2 share, fixed axis = 21.5 percent
Ge: light-band share = 8.3 percent
mu = 0: binding energy = 1.000 (same scaled units)
mu = 0: light-band share = 50.0 percent
Largest mu of Si, inputs +-10 percent = 0.573
Smallest mu of Ge, inputs +-10 percent = 0.624
Ratio mu(Ge)/mu(Si) = 1.63 (no unit)
PASS
```
